# From slab-cell stress to sheet tension: a program that tests the result

```python
"""Result under test: sheet tension T = sigma * L for a periodic slab cell.
sigma: cell-averaged in-plane stress (positive in tension), in GPa
L: full cell height including vacuum, in nm; T: force per edge length, in N/m
The energy derivative of a slab cell is compared with the force crossing
a line in an isolated sheet. Image sheets attract through -C6/r^6.
Internal units: nm, N/m, GPa = (N/m)/nm, energy (N/m) nm^2 = 1e-18 J.
Material parameters are rough values in the regime of a MoS2 monolayer.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import zeta

target_stress = 1.0        # GPa
cell_height = 2.0          # nm
rest_spacing = 0.32        # nm
bond_stiffness = 100.0     # N/m
layer_thickness = 0.6      # nm
c6_ev = 1000.0             # eV angstrom^6
c6 = c6_ev * 1e-6 * const.e / 1e-18
morse_range = 15.0         # 1/nm
expansion = 7e-6           # 1/K
warming = 300.0            # K
residual_stress = 0.05     # GPa

indices = np.arange(-100, 101)
first, second = np.meshgrid(indices, indices, indexing="ij")
lattice_x = first + 0.5 * second
lattice_y = np.sqrt(3) / 2 * second
image_numbers = range(1, 11)


def cell_energy(spacing, height, strain_x, strain_y):
    """Energy of one site: three bonds and half of all image pairs."""
    scale_x = spacing * (1 + strain_x)
    scale_y = spacing * (1 + strain_y)
    bonds = np.array([[1, 0], [0.5, np.sqrt(3) / 2],
                      [-0.5, np.sqrt(3) / 2]])
    lengths = np.hypot(bonds[:, 0] * scale_x, bonds[:, 1] * scale_y)
    energy = 0.5 * bond_stiffness * np.sum((lengths - rest_spacing)**2)
    in_plane = (lattice_x * scale_x)**2 + (lattice_y * scale_y)**2
    for number in image_numbers:
        squared = in_plane + (number * height)**2
        energy -= c6 * np.sum(1 / (squared * squared * squared))
    return energy


def cell_stress(spacing, height, axis=0):
    """Strain derivative of the energy divided by full cell volume."""
    step = 1e-5
    strain = np.zeros(2)
    strain[axis] = step
    upper = cell_energy(spacing, height, *strain)
    lower = cell_energy(spacing, height, *(-strain))
    volume = np.sqrt(3) / 2 * spacing**2 * height
    return (upper - lower) / (2 * step * volume)


def cut_tension(spacing, cut_fraction):
    """Bond force across a line parallel to y, per length of line."""
    sites = np.array([[i + 0.5 * j, np.sqrt(3) / 2 * j]
                      for i in range(-8, 9) for j in range(-5, 6)])
    sites = sites * spacing
    cut = cut_fraction * spacing
    width = np.sqrt(3) * spacing
    low_edge = -0.1 * spacing
    force = 0.0
    for left in sites:
        in_window = low_edge <= left[1] < low_edge + width
        if left[0] >= cut or not in_window:
            continue
        for right in sites[sites[:, 0] > cut]:
            separation = right - left
            length = np.hypot(*separation)
            if length < 1.2 * spacing:
                pull = bond_stiffness * (length - rest_spacing)
                force += pull * separation[0] / length
    return force / width


def image_tension(spacing, height):
    density = 2 / (np.sqrt(3) * spacing**2)
    return np.pi * density**2 * c6 * zeta(4) / (2 * height**4)


# Stretch the sheet until the slab cell reports the requested stress.
spacing = brentq(
    lambda a: cell_stress(a, cell_height) - target_stress,
    0.318, 0.330, xtol=1e-13)
stress_x = cell_stress(spacing, cell_height, 0)
stress_y = cell_stress(spacing, cell_height, 1)
assert abs(stress_x - target_stress) < 1e-7
assert abs(stress_x - stress_y) < 1e-4

# Conversion in SI units, then comparison with the mechanical cut.
tension = (target_stress * 1e9) * (cell_height * 1e-9)
isolated = cut_tension(spacing, 0.3)
assert abs(tension - 2.0) < 1e-12
assert abs(isolated - cut_tension(spacing, 0.7)) < 1e-10
assert abs(tension / isolated - 1) < 0.003

# The same sheet in other cells: only the image term may change T.
heights = [1.5, 2.0, 3.0]
stresses = [cell_stress(spacing, height) for height in heights]
excesses = []
for height, stress in zip(heights, stresses):
    excess = stress * height - isolated
    excesses.append(excess)
    assert abs(excess / image_tension(spacing, height) - 1) < 0.01

# Bond-force formula and small-strain biaxial modulus.
bond_force = bond_stiffness * (spacing - rest_spacing)
assert abs(np.sqrt(3) * bond_force / spacing - isolated) < 1e-10
small = 1e-5
slope = (cut_tension(rest_spacing * (1 + small), 0.3)
         - cut_tension(rest_spacing * (1 - small), 0.3)) / (2 * small)
modulus = np.sqrt(3) * bond_stiffness
assert abs(slope / modulus - 1) < 1e-6

# Sizes of effects outside the simple conversion.
strain = spacing / rest_spacing - 1


def morse_tension(a):
    decay = np.exp(-morse_range * (a - rest_spacing))
    force = bond_stiffness / morse_range * (decay - decay**2)
    return np.sqrt(3) * force / a


morse_spacing = brentq(lambda a: morse_tension(a) - isolated,
                       rest_spacing, 0.33)
morse_strain = morse_spacing / rest_spacing - 1
image_bound = image_tension(spacing, cell_height) * (
    cell_height / (cell_height - layer_thickness))**4
thermal_change = -modulus * expansion * warming
residual_tension = residual_stress * cell_height
residual_strain = residual_tension / modulus
assert image_bound < 0.01 * tension
assert morse_strain > strain
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
tension_atomic = tension / (hartree / bohr**2)

print(f"Input cell stress: {target_stress:.3f} GPa")
print(f"Input full cell height: {cell_height:.3f} nm")
print(f"Sheet tension, stress times height: {tension:.4f} N/m")
print(f"Same tension: {tension_atomic:.6f} hartree/bohr^2")
print(f"Rough unstretched spacing: {rest_spacing:.3f} nm")
print(f"Rough bond stiffness: {bond_stiffness:.1f} N/m")
print(f"Rough C6 per site pair: {c6_ev:.0f} eV angstrom^6")
print(f"Stretched spacing: {spacing:.6f} nm")
print(f"Equal biaxial strain: {100 * strain:.4f} percent")
print(f"Cell stress along x: {stress_x:.6f} GPa")
print(f"Cell stress along y: {stress_y:.6f} GPa")
print(f"Bond force: {bond_force:.5f} nN")
print(f"Isolated-sheet tension from cut: {isolated:.6f} N/m")
for height, stress, excess in zip(heights, stresses, excesses):
    print(f"Height {height:.1f} nm: cell stress {stress:.6f} GPa")
    print(f"  stress times height: {stress * height:.6f} N/m")
    print(f"  image tension, lattice sum: {excess:.6f} N/m")
    formula = image_tension(spacing, height)
    print(f"  image tension, formula: {formula:.6f} N/m")
print(f"Rough layer thickness: {layer_thickness:.2f} nm")
wrong_tension = target_stress * layer_thickness
print(f"Wrong tension using thickness: {wrong_tension:.3f} N/m")
layer_stress = tension / layer_thickness
print(f"Mean stress within layer: {layer_stress:.3f} GPa")
print(f"Image tension, thick-layer bound: {image_bound:.5f} N/m")
print(f"Biaxial sheet modulus: {modulus:.2f} N/m")
print(f"Rough Morse range parameter: {morse_range:.1f} 1/nm")
print(f"Strain with Morse bonds: {100 * morse_strain:.4f} percent")
print(f"Rough linear expansion: {expansion:.1e} 1/K")
print(f"Warming at fixed spacing: {warming:.0f} K")
print(f"Tension change on warming: {thermal_change:.3f} N/m")
print(f"Assumed residual stress error: {residual_stress:.3f} GPa")
print(f"Resulting tension error: {residual_tension:.3f} N/m")
print(f"Resulting strain error: {100 * residual_strain:.4f} percent")
print("every check passed")
```

Running it gives:

```
Input cell stress: 1.000 GPa
Input full cell height: 2.000 nm
Sheet tension, stress times height: 2.0000 N/m
Same tension: 0.001285 hartree/bohr^2
Rough unstretched spacing: 0.320 nm
Rough bond stiffness: 100.0 N/m
Rough C6 per site pair: 1000 eV angstrom^6
Stretched spacing: 0.323734 nm
Equal biaxial strain: 1.1670 percent
Cell stress along x: 1.000000 GPa
Cell stress along y: 1.000000 GPa
Bond force: 0.37343 nN
Isolated-sheet tension from cut: 1.997935 N/m
Height 1.5 nm: cell stress 1.336309 GPa
  stress times height: 2.004464 N/m
  image tension, lattice sum: 0.006529 N/m
  image tension, formula: 0.006531 N/m
Height 2.0 nm: cell stress 1.000000 GPa
  stress times height: 2.000000 N/m
  image tension, lattice sum: 0.002065 N/m
  image tension, formula: 0.002067 N/m
Height 3.0 nm: cell stress 0.666114 GPa
  stress times height: 1.998342 N/m
  image tension, lattice sum: 0.000408 N/m
  image tension, formula: 0.000408 N/m
Rough layer thickness: 0.60 nm
Wrong tension using thickness: 0.600 N/m
Mean stress within layer: 3.333 GPa
Image tension, thick-layer bound: 0.00861 N/m
Biaxial sheet modulus: 173.21 N/m
Rough Morse range parameter: 15.0 1/nm
Strain with Morse bonds: 1.2810 percent
Rough linear expansion: 7.0e-06 1/K
Warming at fixed spacing: 300 K
Tension change on warming: -0.364 N/m
Assumed residual stress error: 0.050 GPa
Resulting tension error: 0.100 N/m
Resulting strain error: 0.0577 percent
every check passed
```
